# Electronic terms of the open shell of O₂

## Problem

In its ground configuration the O$_2$ molecule has closed shells and two further electrons in the degenerate antibonding pair $\pi_g$. Neglect spin-orbit coupling, hold the nuclei fixed, and treat this single configuration.

(a) Show that the closed shells do not affect the symmetry labels of the terms.

(b) Count the states allowed by the Pauli principle and sort them by $M_L$, the component of orbital angular momentum along the molecular axis, and by $M_S$, that of the total spin.

(c) Construct the two-electron wave functions. Find the spin, the axial angular momentum, the parity under inversion and, for $\Sigma$ terms, the sign under reflection. Explain what ties that sign to the spin.

(d) Find the energies of the terms to first order in the repulsion between the two electrons, with the same orbitals for all terms.

(e) Which term does the single determinant with one electron in $\pi_+$, spin up, and one in $\pi_-$, spin down, describe?

(f) A model $\pi_g$ pair is built from one p Gaussian on each of two centres, with exponent 1 bohr$^{-2}$ and separation 2 bohr. These are round parameters, not a calculation of O$_2$. Its repulsion integrals are $J_{xx}=18.5938$ eV, $J_{xy}=16.8425$ eV and $K_{xy}=0.8756$ eV, where $J_{xx}$ and $J_{xy}$ are Coulomb integrals and $K_{xy}$ is the exchange integral of $\pi_x$ and $\pi_y$. Evaluate the levels.

## Solution

### Orbitals and operations

Let the molecular axis be $z$, with the origin midway between the nuclei, and let $\rho,\varphi,z$ be cylindrical coordinates. The real orbitals of the pair are

$$\pi_x=F(\rho,z)\cos\varphi,\qquad \pi_y=F(\rho,z)\sin\varphi ,$$

with the same real function $F$, each normalized to one. Define

$$\pi_\pm=\frac{\pi_x\pm i\pi_y}{\sqrt2}=\frac{F}{\sqrt2}\,e^{\pm i\varphi}.$$

They are normalized and mutually orthogonal. With $\hbar=1$, the operator $l_z=-i\,\partial/\partial\varphi$ gives $l_z\pi_\pm=\pm\pi_\pm$.

**Inversion.** The antibonding combination has the form $p_A-p_B$, where $p_A=x\,g(|\mathbf r-\mathbf R_A|)$ and $\mathbf R_B=-\mathbf R_A$. Inversion changes the sign of $x$ and interchanges the centres, so $p_A\to-p_B$ and $p_B\to-p_A$. Hence $p_A-p_B\to-p_B+p_A$: the orbital is unchanged, which is the meaning of the subscript $g$.

**Reflection.** A plane that contains the axis and has azimuth $\varphi_0$ sends $\varphi$ to $2\varphi_0-\varphi$ and leaves $F$ alone. Therefore

$$\hat\sigma\pi_+=e^{2i\varphi_0}\pi_-,\qquad \hat\sigma\pi_-=e^{-2i\varphi_0}\pi_+ .\tag{1}$$

The superscript in $\Sigma^\pm$ refers to this operation applied to the spatial coordinates alone. That is a symmetry of the Hamiltonian because spin-orbit coupling is neglected.

### (a) The closed shells

Write a determinant of the molecule as $|\text{core},a,b|$, with $a$ and $b$ the open-shell spin orbitals. A symmetry operation $U$ replaces every spin orbital by its image. The core orbitals are mixed only among themselves, because each shell is complete. A determinant whose columns are replaced by linear combinations of themselves is multiplied by the determinant of the coefficients, so

$$U|\text{core},a,b|=\det(U_{\text{core}})\,|\text{core},Ua,Ub| .$$

It remains to find the factor $\det(U_{\text{core}})$.

- A filled $\sigma$ orbital contributes the same factor, $+1$ or $-1$, for each of its two spins. The product is $+1$.
- For a filled $\pi$ shell under rotation by an angle $\alpha$, each spin contributes $e^{-i\alpha}e^{i\alpha}=1$.
- For a filled $\pi$ shell under reflection, the matrix in the basis $\pi_x,\pi_y$ has determinant $-1$ for each spin. Two spins give $(-1)^2=+1$.
- Under inversion, the four spin orbitals of a filled $\pi$ shell give $(\pm1)^4=+1$.
- A rotation in spin space has determinant 1 on the two spin states of each filled spatial orbital. The core therefore has zero spin.

The core is $^1\Sigma_g^+$, and the labels of the molecule are those of the two open-shell electrons.

The core also acts on these electrons through a mean field. Together with the kinetic energy and the nuclear attraction, it forms a one-electron operator $h$ that has the symmetry of the molecule and does not depend on spin. Rotational symmetry makes $\langle\pi_+|h|\pi_-\rangle=0$, and reflection makes $\langle\pi_+|h|\pi_+\rangle=\langle\pi_-|h|\pi_-\rangle$. With frozen orbitals, $h$ thus adds the same energy to every state of the configuration.

### (b) Counting

The pair offers four spin orbitals: $\pi_+\uparrow$, $\pi_+\downarrow$, $\pi_-\uparrow$, $\pi_-\downarrow$. Two electrons must occupy two different ones, which gives $\binom42=6$ determinants:

| $M_L$ | $M_S$ | occupied spin orbitals |
|---|---|---|
| $+2$ | 0 | $\pi_+\uparrow\,\pi_+\downarrow$ |
| 0 | $+1$ | $\pi_+\uparrow\,\pi_-\uparrow$ |
| 0 | 0 | $\pi_+\uparrow\,\pi_-\downarrow$ and $\pi_+\downarrow\,\pi_-\uparrow$ |
| 0 | $-1$ | $\pi_+\downarrow\,\pi_-\downarrow$ |
| $-2$ | 0 | $\pi_-\uparrow\,\pi_-\downarrow$ |

The states with $M_L=\pm2$ occur with $M_S=0$ alone, so they have $S=0$ and form a $^1\Delta$ term. The four states with $M_L=0$ have $M_S=1,0,0,-1$. These are the values of one triplet and one singlet, both $\Sigma$ terms. The count does not tell which $\Sigma$ term is even under reflection; for that the wave functions are needed.

### (c) Wave functions and labels

**Spin functions.** The functions

$$\alpha\alpha,\qquad T_0=\frac{\alpha\beta+\beta\alpha}{\sqrt2},\qquad \beta\beta$$

are symmetric under exchange of the electrons, and $S_0=(\alpha\beta-\beta\alpha)/\sqrt2$ is antisymmetric. In each product the first factor belongs to electron 1. To find their total spin, write

$$\mathbf S^2=\mathbf s_1^2+\mathbf s_2^2+2\mathbf s_1\!\cdot\mathbf s_2=\tfrac32+s_{1+}s_{2-}+s_{1-}s_{2+}+2s_{1z}s_{2z}.$$

The last three terms turn $\alpha\beta$ into $\beta\alpha-\tfrac12\alpha\beta$ and $\alpha\alpha$ into $\tfrac12\alpha\alpha$, and likewise with $\alpha$ and $\beta$ interchanged. They therefore act as $P-\tfrac12$, where $P$ exchanges the two spins. Hence

$$\mathbf S^2=1+P .$$

Symmetric spin functions have $\mathbf S^2=2$, that is $S=1$. The antisymmetric one has $\mathbf S^2=0$, that is $S=0$.

**Spatial functions.** The four products of $\pi_+$ and $\pi_-$ can be arranged into three symmetric functions,

$$\pi_+\pi_+,\qquad \pi_-\pi_-,\qquad B=\frac{\pi_+\pi_-+\pi_-\pi_+}{\sqrt2},$$

and one antisymmetric function,

$$A=\frac{\pi_+\pi_--\pi_-\pi_+}{\sqrt2}.$$

The total wave function must change sign when the electrons are exchanged. A symmetric spatial function therefore needs the antisymmetric spin function $S_0$, which gives three singlet states. The antisymmetric $A$ needs a symmetric spin function, which gives three triplet states. All six states of part (b) are accounted for.

**Parity.** Both orbitals are even under inversion, so every product is even. All the terms carry the subscript $g$.

**Reflection.** Apply (1) to both electrons:

$$\hat\sigma\,\pi_+\pi_-=\left(e^{2i\varphi_0}\pi_-\right)\left(e^{-2i\varphi_0}\pi_+\right)=\pi_-\pi_+,\qquad \hat\sigma\,\pi_-\pi_+=\pi_+\pi_- .$$

The phases cancel, so the result is the same for every plane through the axis. It follows that

$$\hat\sigma A=\frac{\pi_-\pi_+-\pi_+\pi_-}{\sqrt2}=-A,\qquad \hat\sigma B=\frac{\pi_-\pi_++\pi_+\pi_-}{\sqrt2}=+B .$$

This is the link between spin and reflection sign. Within the functions with $M_L=0$, reflecting both electrons has the same effect as exchanging their positions. The triplet spin functions are symmetric, so the Pauli principle requires a spatial function that is odd under exchange, and such a function is odd under reflection. For the singlet both signs are reversed. The terms are

$$
\begin{aligned}
{}^3\Sigma_g^-:&\quad A\times\{\alpha\alpha,\;T_0,\;\beta\beta\},\\
{}^1\Delta_g:&\quad \{\pi_+\pi_+,\;\pi_-\pi_-\}\times S_0,\\
{}^1\Sigma_g^+:&\quad B\times S_0 .
\end{aligned}
$$

The $\Delta$ term has no reflection superscript because reflection interchanges its two members: $\hat\sigma\,\pi_+\pi_+=e^{4i\varphi_0}\pi_-\pi_-$. For any chosen plane, $\pi_+\pi_++e^{4i\varphi_0}\pi_-\pi_-$ is even and $\pi_+\pi_+-e^{4i\varphi_0}\pi_-\pi_-$ is odd. The degenerate pair contains one function of each sign.

**The same result in real orbitals.** Write $x_1$ for $\pi_x(1)$, and so on. Then

$$\pi_+\pi_-=\tfrac12(x_1+iy_1)(x_2-iy_2)=\tfrac12\left[x_1x_2+y_1y_2-i(x_1y_2-y_1x_2)\right],$$

and $\pi_-\pi_+$ is its complex conjugate. The difference and the sum give

$$A=-\frac{i}{\sqrt2}(x_1y_2-y_1x_2),\qquad B=\frac{1}{\sqrt2}(x_1x_2+y_1y_2).$$

$A$ has the form of a cross product in the plane and $B$ that of a scalar product. Both are unchanged by rotation about the axis, as $\Sigma$ functions must be. Reflection in the $xz$ plane changes the sign of $y_1$ and $y_2$; this reverses the cross product and leaves the scalar product alone. In terms of the azimuths,

$$A=-\frac{i}{\sqrt2}F_1F_2\sin(\varphi_2-\varphi_1),\qquad B=\frac1{\sqrt2}F_1F_2\cos(\varphi_2-\varphi_1). \tag{2}$$

The triplet function vanishes when both electrons lie in one plane through the axis, on the same side or on opposite sides. The function $B$ is largest in magnitude there, for given $F_1F_2$.

**Where the link fails.** It relies on both electrons sharing one $\pi$ shell. With one electron in $\pi$ and one in a different shell $\pi'$, reflection turns $\pi_+(1)\pi'_-(2)$ into $\pi_-(1)\pi'_+(2)$, apart from phases that cancel. Electron 1 is still in shell $\pi$, so this is no exchange of electrons. Each reflection sign can then be combined with either exchange symmetry, and $\Sigma^+$, $\Sigma^-$ and $\Delta$ all occur both as singlets and as triplets. The number of states is $(1+1+2)(1+3)=16=4\times4$, as it should be when the Pauli principle excludes none of the products.

### (d) First-order energies

In atomic units the repulsion is $1/r_{12}$. Define

$$J=\iint\frac{|\pi_+(1)|^2\,|\pi_-(2)|^2}{r_{12}}\,d^3r_1d^3r_2,$$

$$K=\iint\frac{q^*(1)\,q(2)}{r_{12}}\,d^3r_1d^3r_2,\qquad q=\pi_-^*\pi_+=\tfrac12F^2e^{2i\varphi}.$$

The six states are degenerate before the repulsion is included, so its matrix among them has to be diagonal before energies can be read off. It is. The repulsion conserves $M_L$, which separates $\pi_+\pi_+$, $\pi_-\pi_-$ and the $\Sigma$ functions from one another. It also conserves the spin, which separates $A$ from $B$ and the three triplet states from one another.

For the $\Sigma$ functions, the two direct products each contribute $J$ and the two cross products each contribute $K$, with the sign of the combination:

$$\langle A|r_{12}^{-1}|A\rangle=\tfrac12(J+J-K-K)=J-K,$$

$$\langle B|r_{12}^{-1}|B\rangle=\tfrac12(J+J+K+K)=J+K .$$

For $\pi_+\pi_+$ the repulsion is that of $|\pi_+|^2$ with itself. Since $|\pi_+|^2=\tfrac12F^2=|\pi_-|^2$, this also equals $J$, and the same holds for $\pi_-\pi_-$. Therefore

$$E({}^3\Sigma_g^-)=J-K,\qquad E({}^1\Delta_g)=J,\qquad E({}^1\Sigma_g^+)=J+K, \tag{3}$$

measured from the energy common to all six states.

**Sign of $K$.** Insert $1/r_{12}=(2\pi^2)^{-1}\int d^3k\,e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}/k^2$ and define $\tilde q(\mathbf k)=\int q(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$. The integral over $\mathbf r_1$ gives $\tilde q^*$ and that over $\mathbf r_2$ gives $\tilde q$:

$$K=\frac1{2\pi^2}\int\frac{|\tilde q(\mathbf k)|^2}{k^2}\,d^3k>0 .$$

The integrand is nowhere negative, and it does not vanish everywhere because $q\ne0$. In this first-order treatment the triplet is lowest and the two gaps are equal.

**Meaning.** The squares of the functions in (2) are

$$|A|^2=\tfrac14F_1^2F_2^2\,[1-\cos2(\varphi_2-\varphi_1)],\qquad |B|^2=\tfrac14F_1^2F_2^2\,[1+\cos2(\varphi_2-\varphi_1)],$$

while $|\pi_+\pi_+|^2=\tfrac14F_1^2F_2^2$. All three terms have the same average charge distribution and differ in how the azimuths of the electrons are correlated. The cosine term, averaged with $1/r_{12}$, is $K$. Compared with $^1\Delta_g$, the triplet loses probability at equal and at opposite azimuths and gains it near a right angle. Because $K>0$, the net effect is less repulsion. The Hamiltonian contains no spin-dependent force; spin enters by selecting the spatial function.

**Limits of the result.** The equal spacing belongs to one configuration with frozen orbitals. The configuration $\pi_u^2\pi_g^4$, for example, has a filled $\pi_g$ shell and two electrons in $\pi_u$. The argument of part (c) applies to it with $u\times u=g$, so it yields the same three terms. States of equal symmetry can mix, and nothing requires the resulting shifts to preserve equal gaps. The labels and the count in (c) rest on symmetry and on the Pauli principle, and do not depend on the form of $F$.

### (e) The single determinant

The normalized determinant is

$$D=\frac{1}{\sqrt2}\left[\pi_+\pi_-\,\alpha\beta-\pi_-\pi_+\,\beta\alpha\right].$$

Compare it with the two $\Sigma$ states that have $M_S=0$:

$$A\,T_0=\tfrac12(\pi_+\pi_--\pi_-\pi_+)(\alpha\beta+\beta\alpha),$$

$$B\,S_0=\tfrac12(\pi_+\pi_-+\pi_-\pi_+)(\alpha\beta-\beta\alpha).$$

In their sum, the products $\pi_+\pi_-\,\beta\alpha$ and $\pi_-\pi_+\,\alpha\beta$ cancel. What remains is $\pi_+\pi_-\,\alpha\beta-\pi_-\pi_+\,\beta\alpha=\sqrt2\,D$, so

$$D=\frac{A\,T_0+B\,S_0}{\sqrt2}.$$

The determinant describes neither term. It is an equal mixture of $^3\Sigma_g^-$ and $^1\Sigma_g^+$, with

$$\langle\mathbf S^2\rangle=\tfrac12(2)+\tfrac12(0)=1,\qquad \langle r_{12}^{-1}\rangle=\tfrac12(J-K)+\tfrac12(J+K)=J .$$

Its mean repulsion coincides with that of $^1\Delta_g$, although it contains no $\Delta$ component. Reflection changes the sign of $A\,T_0$ alone and turns $D$ into the determinant with $\pi_-\uparrow$ and $\pi_+\downarrow$, so $D$ has no definite reflection sign either.

### (f) Numerical levels

The given integrals refer to real orbitals and must be converted. From $|\pi_\pm|^2=\tfrac12(\pi_x^2+\pi_y^2)$ and $J_{yy}=J_{xx}$,

$$J=\tfrac14(J_{xx}+J_{yy}+2J_{xy})=\tfrac12(J_{xx}+J_{xy}).$$

For $K$, expand the density:

$$q=\tfrac12(\pi_x+i\pi_y)^2=d+ip,\qquad d=\tfrac12(\pi_x^2-\pi_y^2),\quad p=\pi_x\pi_y .$$

In $q^*(1)q(2)$ the imaginary part is $d(1)p(2)-p(1)d(2)$. It integrates to zero because it changes sign when the integration variables are interchanged. This leaves the self-energies of $d$ and $p$:

$$K=\tfrac14(J_{xx}+J_{yy}-2J_{xy})+K_{xy}=\tfrac12(J_{xx}-J_{xy})+K_{xy}.$$

Moreover, $d=\tfrac12F^2\cos2\varphi$ and $p=\tfrac12F^2\sin2\varphi$ differ by a rotation through $45^\circ$ about the axis, so their self-energies are equal. Hence $\tfrac12(J_{xx}-J_{xy})=K_{xy}$ and $K=2K_{xy}$. The given integrals satisfy this relation: $\tfrac12(18.5938-16.8425)=0.8757$ eV, against $K_{xy}=0.8756$ eV, a difference within rounding.

The two integrals needed in (3) are

$$J=\tfrac12(18.5938+16.8425)\ \text{eV}=17.72\ \text{eV},\qquad K=2(0.8756)\ \text{eV}=1.75\ \text{eV},$$

and the levels follow:

$$
\begin{aligned}
E({}^3\Sigma_g^-)&=17.72-1.75=15.97\ \text{eV},\\
E({}^1\Delta_g)&=17.72\ \text{eV},\\
E({}^1\Sigma_g^+)&=17.72+1.75=19.47\ \text{eV}.
\end{aligned}
$$

Both gaps are 1.75 eV. These energies contain the mutual repulsion of the two open-shell electrons and nothing else. The gaps depend on the chosen Gaussian and separation, and are not predictions for O$_2$.

A numerical diagonalization of the repulsion in the space of the six antisymmetric states, made without assuming (3), gives these levels with degeneracies 3, 2 and 1. The spin, axial momentum, parity and reflection sign computed for each level agree with the labels found in (c).

## Computed values

```
Gaussian exponent: 1.0 bohr^-2
distance between centres: 2.0 bohr
allowed two-electron states: 6
microstates with M_L=+2, M_S=+0: 1
microstates with M_L=+0, M_S=+1: 1
microstates with M_L=+0, M_S=+0: 2
microstates with M_L=+0, M_S=-1: 1
microstates with M_L=-2, M_S=+0: 1
reflection sign of a filled pi shell: +1.000
Coulomb integral J(x,x): 18.5938 eV
Coulomb integral J(x,y): 16.8425 eV
exchange integral K(x,y): 0.8756 eV
J of pi+ and pi-: 17.7182 eV
K of pi+ and pi-: 1.7513 eV
same K from the Fourier integral: 1.7513 eV
3Sigma_g-: 3 state(s), repulsion energy 15.9669 eV
  mean S^2 = 2.000, mean Lz^2 = 0.000 (hbar^2)
  inversion +1.000, mean reflection -1.000
1Delta_g: 2 state(s), repulsion energy 17.7182 eV
  mean S^2 = 0.000, mean Lz^2 = 4.000 (hbar^2)
  inversion +1.000, mean reflection -0.000
1Sigma_g+: 1 state(s), repulsion energy 19.4695 eV
  mean S^2 = 0.000, mean Lz^2 = -0.000 (hbar^2)
  inversion +1.000, mean reflection +1.000
gap 1Delta_g - 3Sigma_g-: 1.7513 eV
gap 1Sigma_g+ - 1Delta_g: 1.7513 eV
determinant pi+ up, pi- down: mean S^2 = 1.000 hbar^2
  mean repulsion 17.7182 eV
  weight in 3Sigma_g-: 0.500
  weight in 1Sigma_g+: 0.500
```
